# Why uniform stress-free diffusion cannot explain slow oxidation at convex corners: verification in Python

```python
"""Stress-free oxidant diffusion around a convex 90-degree silicon edge.

Results under test:
 * perfectly absorbing silicon: flux ~ s**(-1/3), s = distance from the edge;
   for a square outer oxide corner, with q = flux / flat-face flux, u = 1/q,
       s/d = (2/pi) * (artanh(u) - arctan(u));
 * finite reaction rate k: the edge flux is finite, yet never below the flat
   flux if the oxide over the corner lies within the offset d of the faces.
Symbols: d oxide thickness on flat faces, D diffusivity, ell = D/k reaction
length, C concentration in units of its outer-surface value C*.
The L-shaped solver measures lengths in d and flux in D C*/d.
"""
import numpy as np
import scipy.sparse as sp
from scipy.sparse.linalg import spsolve
from scipy.optimize import brentq
from scipy.constants import k as k_boltzmann, zero_Celsius


def solve_fixed(matrix, values, fixed, used):
    """Solve matrix @ C = 0 at the free nodes, C given at the fixed ones."""
    free = np.flatnonzero(used & ~fixed)
    known = np.flatnonzero(used & fixed)
    rows = matrix[free]
    result = values.copy()
    rhs = -(rows[:, known] @ values[known])
    result[free] = spsolve(rows[:, free].tocsc(), rhs,
                           permc_spec="MMD_AT_PLUS_A")
    return result


def corner_flux(n, ell, legs=3, thick=1, outside=None, k_factor=None):
    """Finite-volume solution in the L-shaped oxide; ell=0 means absorbing.
    Returns distance along one face, flux there, and total uptake."""
    h = 1.0 / n
    m = (legs + thick) * n + 1
    grid = np.arange(m) - legs * n
    gx, gy = np.meshgrid(grid, grid, indexing="ij")
    node = np.arange(m * m).reshape(m, m)
    ci, cj = np.nonzero(~((gx[:-1, :-1] < 0) & (gy[:-1, :-1] < 0)))
    a, b = node[ci, cj], node[ci + 1, cj]
    c, e = node[ci, cj + 1], node[ci + 1, cj + 1]
    p = np.concatenate([a, c, a, b])
    q = np.concatenate([b, e, c, e])
    g = np.full(p.size, 0.5)
    links = sp.coo_matrix((g, (p, q)), shape=(m * m, m * m)).tocsr()
    links = links + links.T
    degree = np.asarray(links.sum(axis=1)).ravel()
    stiffness = (sp.diags(degree) - links).tocsr()
    used = degree > 0
    face = (((gx == 0) & (gy <= 0)) | ((gy == 0) & (gx <= 0))).ravel()
    distance = np.maximum(-gx, -gy).ravel() * h
    outer = (gx == thick * n) | (gy == thick * n)
    if outside is not None:
        outer = outer | outside(gx * h, gy * h)
    outer = outer.ravel()
    values = outer.astype(float)
    if ell == 0:
        conc = solve_fixed(stiffness, values, outer | face, used)
        uptake = -(stiffness @ conc)
    else:
        factor = np.ones(m * m)
        if k_factor is not None:
            factor = k_factor(distance)
        length = np.where(distance > legs - h / 2, h / 2, h)
        sink = np.where(face, factor * length / ell, 0.0)
        conc = solve_fixed((stiffness + sp.diags(sink)).tocsr(),
                           values, outer, used)
        uptake = sink * conc
    line = node[legs * n, legs * n::-1]
    s = np.arange(line.size) * h
    flux = uptake[line] / h
    flux[-1] *= 2.0          # the last node owns half a segment
    return s, flux, uptake[face].sum()


def sector_solution(angle, arc_data, ell=0.0, nr=371, nt=61):
    """Laplace equation in a sector of radius 1 on a log-polar grid."""
    x = np.linspace(np.log(1e-8), 0.0, nr)
    theta = np.linspace(0.0, angle, nt)

    def pieces(count, step):
        main = np.full(count, 2.0)
        main[[0, -1]] = 1.0
        off = -np.ones(count - 1)
        mass = np.full(count, step)
        mass[[0, -1]] = step / 2
        return sp.diags([off, main, off], [-1, 0, 1]) / step, mass

    kx, mx = pieces(nr, x[1] - x[0])
    kt, mt = pieces(nt, theta[1] - theta[0])
    matrix = sp.kron(kx, sp.diags(mt)) + sp.kron(sp.diags(mx), kt)
    fixed = np.zeros((nr, nt), bool)
    values = np.zeros((nr, nt))
    fixed[-1] = True
    values[-1] = arc_data(theta)
    if ell == 0:
        fixed[:, [0, -1]] = True
        values[:, [0, -1]] = 0.0
    else:
        sink = np.zeros((nr, nt))
        sink[:, [0, -1]] = (mx * np.exp(x) / ell)[:, None]
        matrix = matrix + sp.diags(sink.ravel())
    conc = solve_fixed(matrix.tocsr(), values.ravel(), fixed.ravel(),
                       np.ones(nr * nt, bool))
    return np.exp(x), theta, conc.reshape(nr, nt)


def absorbing_ratio(s):
    """Closed-form flux / flat flux at distance s (in units of d)."""
    def mismatch(u):
        return 2 / np.pi * (np.arctanh(u) - np.arctan(u)) - s
    return 1.0 / brentq(mismatch, 1e-9, 1 - 1e-14, xtol=1e-14)


# --- exponents at absorbing edges, with deliberately lopsided supply
slopes = {}
for name, angle in (("convex", 1.5 * np.pi), ("concave", 0.5 * np.pi)):
    r, theta, conc = sector_solution(
        angle, lambda t: 1 + 0.5 * np.cos(np.pi * t / angle))
    flux = conc[:, 1] / (theta[1] * r)
    i, j = np.searchsorted(r, [1e-5, 1e-4])
    slopes[name] = np.log(flux[j] / flux[i]) / np.log(r[j] / r[i])
assert abs(slopes["convex"] + 1 / 3) < 3e-3
assert abs(slopes["concave"] - 1) < 3e-3

# --- finite reaction rate: edge flux C0/ell grows as ell**(-1/3)
edge_flux = []
for ell in (1e-3, 1e-4):
    r, theta, conc = sector_solution(1.5 * np.pi, np.ones_like, ell)
    # the reaction condition itself allows variations of a few times r/ell
    assert np.ptp(conc[0]) < 10 * r[0] / ell * conc[0].mean()
    edge_flux.append(conc[0].mean() / ell)
cutoff_slope = -np.log10(edge_flux[1] / edge_flux[0])
assert abs(cutoff_slope + 1 / 3) < 0.01

# --- closed absorbing solution against the finite-volume solution;
#     the edge singularity leaves a grid error ~ h**(4/3), extrapolated away
n = 80
_, flux_fine, total_fine = corner_flux(n, 0)
_, flux_coarse, total_coarse = corner_flux(n // 2, 0)
weight = 1 / (2 ** (4 / 3) - 1)
flux_abs = flux_fine[::2] + weight * (flux_fine[::2] - flux_coarse)
total = total_fine + weight * (total_fine - total_coarse)
abs_error = max(abs(flux_abs[round(t * n / 2)] / absorbing_ratio(t) - 1)
                for t in (0.1, 0.25, 0.5, 1.0))
assert abs_error < 0.01
extra_numeric = total - 2 * 3
extra_formula = 1 - 2 * np.log(2) / np.pi
assert abs(extra_numeric - extra_formula) < 0.01
tiny = 1e-4
assert abs(absorbing_ratio(tiny) * (3 * np.pi * tiny / 4) ** (1 / 3) - 1) < 1e-4


# --- lower bound for every reaction rate and two outer shapes
def rounded(x, y):
    return (x > 0) & (y > 0) & (x * x + y * y >= 1 - 1e-12)


sweep = {}
for ell in (10.0, 1.0, 0.1):
    for shape in (None, rounded):
        s, flux, _ = corner_flux(n, ell, outside=shape)
        ratio = flux * (ell + 1)
        assert ratio.min() > 1 - 1e-9 and ratio[0] > 1.001
        if shape is None:
            sweep[ell] = ratio[0]


# --- the bound needs its condition: a thick lump over the corner breaks it
def beyond_lump(x, y):
    return (np.maximum(x, y) >= 1) & (np.minimum(x, y) <= -5)


_, flux, _ = corner_flux(10, 1.0, legs=8, thick=5, outside=beyond_lump)
lump_ratio = flux[0] * 2.0
assert lump_ratio < 0.95

# --- worked example: rough values for wet oxidation near 900 C
d_nm, ell_nm = 200.0, 250.0
parabolic_um2_h = 0.2
temperature = 900 + zero_Celsius
ell = ell_nm / d_nm
s, flux, _ = corner_flux(n, ell)
ratio = flux * (ell + 1)
coarse = corner_flux(n // 2, ell)[1][0] * (ell + 1)
assert abs(coarse / ratio[0] - 1) < 5e-3
round_ratio = corner_flux(n, ell, outside=rounded)[1][0] * (ell + 1)
flat_rate = parabolic_um2_h * 1e6 / (2 * (d_nm + ell_nm))

# --- neglected effects, rough sizes
patch_nm = 50.0


def patched_ratio(factor):
    """Edge / flat flux if k is multiplied by factor near the edge."""
    def k_factor(distance):
        return np.where(distance <= patch_nm / d_nm + 1e-9, factor, 1.0)
    return corner_flux(n, ell, k_factor=k_factor)[1][0] * (ell + 1)


volume_k_nm3, volume_D_nm3 = 0.015, 0.07
kT = k_boltzmann * temperature
stress_factor = np.exp(-1e9 * volume_k_nm3 * 1e-27 / kT)
diffusion_factor = np.exp(-1e8 * volume_D_nm3 * 1e-27 / kT)
halving_stress = kT / (volume_k_nm3 * 1e-27) * np.log(2 * (1 + d_nm / ell_nm))
halving_factor = np.exp(-halving_stress * volume_k_nm3 * 1e-27 / kT)
halved = patched_ratio(halving_factor)
assert halved <= 0.5
stressed = patched_ratio(stress_factor)
orientation = 1.7
faster, slower = patched_ratio(orientation), patched_ratio(1 / orientation)
assert faster > ratio[0] > slower
solubility, oxidant_per_oxide = 3e19, 4.4e22       # cm^-3, water in oxide
filling = solubility / oxidant_per_oxide
D_um2_h = parabolic_um2_h / (2 * filling)
transit_s = (d_nm * 1e-3) ** 2 / D_um2_h * 3600
growth_s = d_nm / flat_rate * 3600
assert transit_s < 0.01 * growth_s

print(f"flux exponent, absorbing convex edge: {slopes['convex']:.4f}")
print(f"flux exponent, absorbing concave edge: {slopes['concave']:.4f}")
print(f"exponent of edge flux in ell, ell << d: {cutoff_slope:.4f}")
print(f"largest error of closed form vs grid: {100 * abs_error:.2f} %")
print(f"extra uptake, both faces, formula: {extra_formula:.4f} d")
print(f"extra uptake, both faces, grid: {extra_numeric:.4f} d")
for key, value in sweep.items():
    print(f"edge/flat flux, square oxide, ell/d = {key:g}: {value:.3f}")
print(f"edge/flat flux under lump 5d thick, ell/d = 1: {lump_ratio:.3f}")
print(f"EXAMPLE oxide thickness d: {d_nm:.0f} nm")
print(f"reaction length ell = D/k: {ell_nm:.0f} nm")
print(f"parabolic constant: {parabolic_um2_h:.2f} um2/h")
print(f"temperature: {temperature:.0f} K")
print(f"flat oxide growth rate, finite k: {flat_rate:.0f} nm/h")
print(f"edge growth-equivalent rate, finite k: {flat_rate * ratio[0]:.0f} nm/h")
print("flux/flat flux: absorbing exact, absorbing power law, finite k")
for s_nm in (1, 10, 50, 200):
    t = s_nm / d_nm
    law = (4 / (3 * np.pi * t)) ** (1 / 3)
    finite = np.interp(t, s, ratio)
    print(f"  s = {s_nm} nm: {absorbing_ratio(t):.3f}, {law:.3f}, {finite:.3f}")
print(f"edge/flat flux, finite k, square outer corner: {ratio[0]:.3f}")
print(f"edge/flat flux, finite k, rounded outer corner: {round_ratio:.3f}")
change = 100 * (1 - np.interp(10 / d_nm, s, ratio) / ratio[0])
print(f"flux drop over first 10 nm from edge, finite k: {change:.1f} %")
print(f"NEGLECTED reaction activation volume: {volume_k_nm3:.3f} nm3")
print(f"factor on k at 1 GPa normal compression: {stress_factor:.3f}")
print(f"width of altered k on each face: {patch_nm:.0f} nm")
print(f"edge/flat flux with that factor near edge: {stressed:.3f}")
print(f"stress that surely halves edge flux: {halving_stress / 1e9:.2f} GPa")
print(f"factor on k at that stress: {halving_factor:.3f}")
print(f"edge/flat flux at that stress, solved: {halved:.3f}")
print(f"diffusion activation volume: {volume_D_nm3:.3f} nm3")
print(f"factor on D at 0.1 GPa pressure: {diffusion_factor:.3f}")
print(f"orientation factor on k: {orientation:.1f}")
print(f"edge/flat flux, k near edge multiplied by it: {faster:.3f}")
print(f"edge/flat flux, k near edge divided by it: {slower:.3f}")
print(f"dissolved water / water bound per oxide volume: {filling:.1e}")
print(f"diffusion time d^2/D: {transit_s:.2f} s")
print(f"time to grow d at the flat rate: {growth_s:.0f} s")
print("tests ok")
```

Output:

```
flux exponent, absorbing convex edge: -0.3330
flux exponent, absorbing concave edge: 0.9989
exponent of edge flux in ell, ell << d: -0.3337
largest error of closed form vs grid: 0.03 %
extra uptake, both faces, formula: 0.5587 d
extra uptake, both faces, grid: 0.5587 d
edge/flat flux, square oxide, ell/d = 10: 1.034
edge/flat flux, square oxide, ell/d = 1: 1.271
edge/flat flux, square oxide, ell/d = 0.1: 2.258
edge/flat flux under lump 5d thick, ell/d = 1: 0.676
EXAMPLE oxide thickness d: 200 nm
reaction length ell = D/k: 250 nm
parabolic constant: 0.20 um2/h
temperature: 1173 K
flat oxide growth rate, finite k: 222 nm/h
edge growth-equivalent rate, finite k: 272 nm/h
flux/flat flux: absorbing exact, absorbing power law, finite k
  s = 1 nm: 4.396, 4.395, 1.222
  s = 10 nm: 2.057, 2.040, 1.194
  s = 50 nm: 1.274, 1.193, 1.120
  s = 200 nm: 1.018, 0.752, 1.026
edge/flat flux, finite k, square outer corner: 1.226
edge/flat flux, finite k, rounded outer corner: 1.233
flux drop over first 10 nm from edge, finite k: 2.6 %
NEGLECTED reaction activation volume: 0.015 nm3
factor on k at 1 GPa normal compression: 0.396
width of altered k on each face: 50 nm
edge/flat flux with that factor near edge: 0.539
stress that surely halves edge flux: 1.38 GPa
factor on k at that stress: 0.278
edge/flat flux at that stress, solved: 0.387
diffusion activation volume: 0.070 nm3
factor on D at 0.1 GPa pressure: 0.649
orientation factor on k: 1.7
edge/flat flux, k near edge multiplied by it: 1.873
edge/flat flux, k near edge divided by it: 0.773
dissolved water / water bound per oxide volume: 6.8e-04
diffusion time d^2/D: 0.98 s
time to grow d at the flat rate: 3240 s
tests ok
```
